Sauerbrey's Law: A Thin Film as Extra Quartz Thickness

**1. What dimensions fix**

A quartz monitor is a thin crystal plate vibrating in shear: its two faces slide in opposite directions, parallel to themselves. Material deposited on one face lowers the frequency. We want the shift Δf = f − f0, where f0 is the frequency of the bare plate and f that of the loaded one.

Suppose, for the moment, that the film matters through its mass per unit area m alone. The other quantities available are f0, the quartz density ρ_q and its shear modulus c_q. The plate thickness is not independent, because f0, ρ_q and c_q determine it. Density and modulus combine into the shear impedance

Z_q = √(ρ_q c_q), with unit kg/(m² s).

The product f0 m has the same unit. Four quantities built from three base units leave one dimensionless group, so

Δf/f0 = Φ(f0 m/Z_q), Φ(0) = 0.

For a small load and a smooth Φ, the first term of its expansion gives

Δf = −C f0² m/Z_q.

The minus sign anticipates that added inertia slows the motion. Two things remain: the number C, and the reason why the film's own stiffness may be left out. Dimensions alone would allow the ratios of film to quartz density and modulus to enter as well.

**2. The bare plate**

Let z run through the plate from 0 to h_q, and let u(z,t) be the displacement parallel to the faces. The plate is taken as laterally uniform, so u depends on one coordinate. Damping, the surrounding gas and, until section 8, the electrodes with their mass and electrical effect are omitted.

The shear stress is c_q ∂u/∂z. A slice of thickness dz has mass ρ_q dz per unit area and feels the difference of the stresses on its two sides. Newton's law gives

ρ_q ∂²u/∂t² = c_q ∂²u/∂z².

Insert u = U(z) cos ωt, where ω = 2πf:

U″ = −k_q² U, k_q = ω/v_q, v_q = √(c_q/ρ_q).

The general solution is U = A cos k_q z + B sin k_q z. No force acts on a free face, so U′ = 0 there. At z = 0 this gives B = 0. At z = h_q it gives sin k_q h_q = 0. The lowest vibration has k_q h_q = π, and therefore

f0 = v_q/(2h_q).

Half a wavelength fits into the plate. The faces move most, and the midplane is at rest.

Since ρ_q v_q = √(ρ_q c_q) = Z_q, the mass per area of the plate is

ρ_q h_q = ρ_q v_q/(2f0) = Z_q/(2f0).

This relation will remove the thickness from the result.

**3. The replacement and Sauerbrey's law**

Replace the film by a quartz layer of equal areal mass. Its thickness is m/ρ_q, and the new plate has

f = v_q/[2(h_q + m/ρ_q)] = f0/(1 + μ), μ = m/(ρ_q h_q).

The number μ is the film mass divided by the plate mass. Subtracting f0,

Δf = f0[1/(1 + μ) − 1] = −f0 μ/(1 + μ).

For μ ≪ 1 the denominator may be set to one:

Δf = −f0 m/(ρ_q h_q).

Now use ρ_q h_q = Z_q/(2f0):

Δf = −2 f0² m/Z_q.

This is Sauerbrey's law, with C = 2. The factor 2 comes from the half wavelength in the plate. One power of f0 converts a relative shift into an absolute one; the other expresses that a plate of higher frequency is thinner, so that a given film is a larger fraction of it.

The replacement is so far an assumption. A metal film is not quartz, and equal mass does not imply equal stiffness.

**4. Why equal mass is enough**

Multiply the equation of motion −(cU′)′ = ω²ρU by U and integrate through all layers. Integration by parts leaves no boundary term, because the outer faces are free of stress:

ω² = N/D, N = ∫ c U′² dz, D = ∫ ρ U² dz.

This quotient does not change at first order when the mode shape is slightly wrong. Let U become U + η. Then

δN = 2∫ c U′η′ dz = 2ω² ∫ ρUη dz = ω² δD,

where the middle step is again integration by parts. Hence δ(N/D) = (δN − ω² δD)/D = 0. A first-order error of shape costs a second-order error in ω².

We may therefore use the bare mode in the quartz and let the film ride along with the surface amplitude U_s. N is unchanged, while D grows from D0 to D0 + mU_s²:

ω²/ω0² = D0/(D0 + mU_s²) ≈ 1 − mU_s²/D0.

For a small shift, ω²/ω0² ≈ 1 + 2Δf/f0, so

Δf/f0 = −mU_s²/(2D0).

The average of cos² over half a wavelength is 1/2, which makes D0 = ρ_q h_q U_s²/2, and Δf/f0 = −μ. This agrees with the replacement.

The film's elastic energy can be estimated too. Let the film be thin and stiff enough to move almost as one piece. The stress in it has to accelerate at most the whole film, so its amplitude is about ω²mU_s or less. With film modulus c_f, thickness h_f and density ρ_f, the film's part of N is at most about

(ω²mU_s)² h_f/c_f.

Since h_f = m/ρ_f, this is proportional to m³. The film is barely strained because it lies next to a free face. That is why its modulus drops out at first order, and why quartz may stand in for metal.

The place of the mass matters. Spread evenly through the plate, the same mass changes D0 to D0(1 + μ) and gives Δf/f0 ≈ −μ/2. Held in a thin rigid sheet at the midplane, where U = 0, it gives no first-order shift. A finite-element calculation, with polynomial displacements in each layer and the integrals N and D above, gives for μ = 0.001:

- on the surface: Δf/f0 = −9.99 × 10⁻⁴;
- spread through the plate: −5.00 × 10⁻⁴;
- in a stiff midplane sheet: −1.0 × 10⁻⁶.

The surface film here had three times the density of quartz and the same impedance. The sheet had thickness 10⁻⁴ h_q, density 10ρ_q and modulus 100c_q. Its small remaining shift comes from its own slight shear, not from its mass; a stiffer sheet of the same thickness and mass would reduce it.

**5. The layered plate**

The film can also be treated as an elastic layer with its own wave. Assume that it is lossless and firmly bonded. Let v_f = √(c_f/ρ_f), k_f = ω/v_f and Z_f = ρ_f v_f. The solutions with free outer faces are

quartz: U = A cos k_q z,
film: U = B cos[k_f(z − h_q − h_f)].

At z = h_q a firm bond makes the displacements equal:

A cos k_q h_q = B cos k_f h_f.

The stresses must also be equal, or the interface, which has no mass, would have infinite acceleration. Differentiating the two solutions gives

−c_q k_q A sin k_q h_q = c_f k_f B sin k_f h_f.

The right side carries a plus sign because two minus signs meet: one from the derivative of the cosine, one from the argument −k_f h_f. In each material ck = ρv²ω/v = ωZ. Dividing the stress equation by the displacement equation and cancelling ω,

Z_q tan k_q h_q = −Z_f tan k_f h_f.

For a thin film k_f h_f ≪ 1, and the tangent equals its argument:

Z_f tan k_f h_f ≈ ρ_f v_f · ωh_f/v_f = ωρ_f h_f = ωm.

The film modulus has cancelled. Write x = Δf/f0. Then k_q h_q = πf/f0 = π + πx, and the tangent has period π, so the left side is Z_q tan πx. On the right, ωm/Z_q = 2πf m/(2f0 ρ_q h_q) = π(1 + x)μ. Thus

tan πx = −π(1 + x)μ,

and at lowest order x = −μ. Sauerbrey's law follows without the replacement.

**6. How good is the replacement?**

Keep the film's phase. With ζ = Z_q/Z_f,

k_f h_f = ωm/Z_f = π(1 + x)μζ,

and the layered-plate condition becomes

tan πx = −(1/ζ) tan[π(1 + x)μζ].

Use tan a ≈ a + a³/3 on both sides and divide by π:

x + π²x³/3 = −(1 + x)μ − (π²/3)(1 + x)³μ³ζ².

Collect the linear terms on the left. Since x + (1 + x)μ = (1 + x)(1 + μ) − 1,

(1 + x)(1 + μ) − 1 = −(π²/3)[x³ + (1 + x)³μ³ζ²].

The right side is already small, so the lowest solution may be inserted there: 1 + x = 1/(1 + μ) and x = −μ/(1 + μ). The result is

(f/f0)(1 + μ) = 1 + (π²/3)(1 − ζ²)[μ/(1 + μ)]³ + higher orders.

The replacement would give one on the right. It is therefore correct through second order in μ, one order further than the linear law. Relative to the shift, its leading error is (π²/3)(1 − ζ²)μ². For a film of higher impedance than quartz, ζ < 1, and the replacement slightly overstates the size of the shift.

*Matched impedance.* For ζ = 1 the condition reads tan πx = −tan[π(1 + x)μ]. The solution that starts from x = 0 at μ = 0 is x = −(1 + x)μ, or f = f0/(1 + μ). Within this model the replacement is then exact, even if film and quartz differ in density. What must match is the impedance; the film then gives the same phase as quartz of equal mass.

*Soft film.* For ζ ≫ 1 the film phase φ = k_f h_f can become appreciable while μ is still small. The film then acts as a mass m tan φ/φ ≈ m(1 + φ²/3), because its outer part moves further than the interface. Keeping this correction below 1 % requires φ² < 0.03, or φ < 0.17. At φ = π/2 the film is a quarter wavelength thick, tan φ diverges, and the film can no longer be described as an added mass. "Thin and rigid" thus means both μ ≪ 1 and φ ≪ 1.

**7. The period counts mass**

Invert f = f0/(1 + μ):

1/f − 1/f0 = μ/f0 = m/(f0 ρ_q h_q) = 2m/Z_q.

Within the replacement, the period grows linearly with mass, although the frequency does not fall linearly. Differentiating with respect to m gives −(1/f²) df/dm = 2/Z_q, or

df/dm = −2f²/Z_q.

The frequency to use for the next small increment is the present one, if its difference from f0 is due to mass already deposited. This holds only as far as the replacement does. The leading relative error of the slope is π²(1 − ζ²)μ², three times that of the shift. For the copper of section 8 the rule overstates the slope by 0.1 % on top of 1 µm, by about 9 % on 10 µm and by about 27 % on 20 µm.

**8. Copper on a 6 MHz monitor**

Take f0 = 6.00 MHz and 100 nm of sputtered copper. Rough material values are ρ_q = 2.65 g/cm³, c_q = 29.5 GPa, ρ_f = 8.90 g/cm³ and c_f = 48 GPa. They give

v_q = √(2.95 × 10¹⁰/2650) = 3336 m/s,
h_q = 3336/(2 × 6.00 × 10⁶) m = 278 µm,
Z_q = 8.84 × 10⁶ kg/(m² s), Z_f = 2.07 × 10⁷ kg/(m² s), ζ = 0.428.

The film mass is

m = 8900 × 10⁻⁷ kg/m² = 8.90 × 10⁻⁴ kg/m² = 89.0 µg/cm².

It equals the mass of 336 nm of quartz. The plate has 73 680 µg/cm², so μ = 89.0/73 680 = 0.00121, and

Δf = −2 × (6.00 × 10⁶)² × 8.90 × 10⁻⁴/(8.84 × 10⁶) Hz ≈ −7250 Hz.

The sensitivity is 81.4 Hz per µg/cm², or 72.5 Hz per nanometre of copper. At 0.50 nm/s the frequency falls by 36 Hz each second. A resolution of 0.10 Hz corresponds to 0.0014 nm. This is less than an atomic diameter and means an average mass over the surface, not a layer of that thickness; nor is it the accuracy of the monitor.

Solving the layered-plate condition numerically shows where the rules fail. Errors are relative to the layered-plate shift:

- 100 nm: shift −7239 Hz; linear law 0.12 % too large, replacement 0.0004 %;
- 1 µm: −71.6 kHz; 1.2 % and 0.04 %;
- 10 µm: −629 kHz; 15 % and 2.7 %.

The error of the linear law is close to μ for the two thinner films, as expected from the neglected denominator 1 + μ. At 10 µm, μ is 0.12 and the film's impedance matters as well. That row depends on the rough copper modulus: c_f between 41 and 75 GPa gives shifts from −630 to −628 kHz and replacement errors from 2.6 to 2.9 %.

*Electrodes.* A real monitor carries metal electrodes. With 150 nm of gold on each face (rough values 19.3 g/cm³ and 27 GPa), the finite-element calculation gives a starting frequency of 5.953 MHz and a copper shift of −7125 Hz. The linear law with the bare f0 is 1.7 % too large; with the loaded starting frequency it is 0.14 % too large. The period increase is within 0.02 % of 2m/Z_q.

*Piezoelectric field.* The modulus c_q used so far is the one at zero electric displacement, which includes piezoelectric stiffening. Short-circuiting the electrodes removes part of this stiffening. It lowers the starting frequency below f0 without adding mass. With field E, electric displacement D_e, piezoelectric constant e, permittivity ε and modulus c_E at constant field,

T = c_E u′ − eE, D_e = eu′ + εE.

D_e is uniform, since the quartz holds no free charge. Shorted electrodes make the integral of E zero, so D_e = e[u(h_q) − u(0)]/h_q. Eliminating E, with c_q = c_E + e²/ε and k² = e²/(εc_q),

T = c_q{u′ − k²[u(h_q) − u(0)]/h_q}.

Put u = A sin[k_q(z − h_q/2)] and X = k_q h_q/2 = πf/(2f0). Zero stress at the faces gives k_q cos X = 2k² sin X/h_q, or

tan X = X/k².

For small k², write X = π/2 − δ. Then 1/δ ≈ π/(2k²), so δ ≈ 2k²/π, and the starting frequency is

f_s = 2f0X/π ≈ f0(1 − 4k²/π²).

The energy argument of section 4 still holds, because the electrical term depends on u but not on mass. The surface amplitude is A to this order, while

∫ρ_q u² dz = (ρ_q h_q A²/2)[1 − sin 2X/(2X)] ≈ (ρ_q h_q A²/2)(1 − 4k²/π²).

Hence Δf = −f_s μ(1 + 4k²/π²) ≈ −f0 μ. The shift keeps its old value at first order in k². Inserting f_s in Sauerbrey's law instead gives a size f0μ(f_s/f0)², too small by 8k²/π². For a rough k² = 0.008 this is 0.65 %; the finite-element value for μ = 10⁻⁴ is 0.64 %. The difference of 0.01 % is the finite-load term μ, and the value tends to 0.65 % as μ → 0. The correction is no larger than the uncertainty of the rough c_q: tabulated quartz constants rotated to the AT cut give about 29.2 GPa at zero electric displacement, which lowers Z_q by about 0.5 %.

**9. Reading the monitor in a real process**

Quartz monitors near 6 MHz, commonly AT-cut, are used in evaporation and sputtering. The AT cut is chosen for its weak temperature dependence near room temperature, but heat from the source still matters. A rough 1 ppm/K and a change of 5 K give 30 Hz, or 0.41 % of the 100 nm signal. For the same change of temperature the drift is just as large with a thinner film: for 10 nm of copper it would be about 4 % of the signal. Film stress strains the crystal as well. With a rough coefficient of 3 × 10⁻¹¹ per Pa and a film stress of 200 MPa, the mean stress passed to the plate is about 200 MPa × 100 nm/278 µm = 0.072 MPa, and the shift is about 13 Hz, or 0.18 %. Its sign depends on the cut and on whether the film is in tension or compression.

For the 100 nm film, an error of a few per cent in the assumed density affects the thickness more than the temperature and stress shifts just estimated. The monitor measures the areal mass on its own face; thickness follows from h_f = m/ρ_f. A substrate placed elsewhere in the chamber generally receives a different flux, and the ratio of the two must be calibrated separately. If the deposited copper is 5 % less dense than assumed, its true thickness is 1/0.95 = 1.053 times the inferred one, although the mass is right. The size of this error depends on the density of the actual film.

The calculation also assumes uniform coverage. In a real crystal the vibration is strongest near the centre and fades towards the rim, so a light, uneven deposit is weighted by the square of the local amplitude, as U² in the integral D of section 4 suggests. Coupling to other modes and loss in the film are omitted too. Their effect on the reading has not been estimated here.
